# Pinch-off and saddle barriers beneath a sinusoidal Schottky contact, part 1

(Sections cited here and not found follow in the second part.)

## First half: the potential, the threshold and the pass

A metal covers the plane $z=0$ of an n-type semiconductor that fills $z>0$. The barrier at the interface, measured from the Fermi level of the metal to the conduction-band edge, varies along one direction in the plane:

$$\Phi(x)=\Phi_0+\Delta\cos(qx),\qquad q=\frac{2\pi}{L},\qquad \Delta>0 .$$

Nothing depends on the third coordinate $y$. The lines $x=(2n+1)\pi/q$, with $n$ an integer, carry the lowest interface barrier, $\Phi_0-\Delta$. The half-planes below them are called troughs, and those below the lines of highest barrier are called ridges.

The band edge $U(x,z)$ is an electron energy measured from the Fermi level of the metal. The donors have uniform density $N$ and are ionized, and the permittivity is $\varepsilon_s$. The symbol $e$ is the positive elementary charge. The laterally averaged band edge falls away from the metal with initial slope $-F$, so $F>0$ is a force, quoted in eV/nm. The electron is treated as a classical particle, and the donor charge as a smooth background. The image force is left out at first. The second half estimates what these simplifications cost.

### (a) Find the band edge in the depletion region, and state when the mean field may be called uniform.

**Solution.** An electron of charge $-e$ in the electrostatic potential $\varphi$ has energy $U=-e\varphi+\text{const}$. In the depletion region the charge density is $\rho=+eN$. Poisson's equation $\nabla^2\varphi=-\rho/\varepsilon_s$ becomes

$$\nabla^2U=-e\nabla^2\varphi=\frac{e^2N}{\varepsilon_s}.$$

The equation is linear, so write $U=U_0(z)+h(z)\cos(qx)$. The mean part carries all the donor charge and the mean boundary value $\Phi_0$. The harmonic carries no charge and has the boundary value $h(0)=\Delta$.

For the mean part, $U_0''=e^2N/\varepsilon_s$. Let the mean field vanish at the depletion edge $z=W$. One integration gives

$$U_0'(z)=-\frac{e^2N}{\varepsilon_s}(W-z).$$

At the surface this slope is $-F$, so

$$F=\frac{e^2NW}{\varepsilon_s},\qquad U_0'(z)=-F\left(1-\frac zW\right).$$

A second integration, with $U_0(0)=\Phi_0$, gives

$$U_0(z)=\Phi_0-Fz+\frac{Fz^2}{2W}.$$

The last term is smaller than $Fz$ by the factor $z/(2W)$. The field may be called uniform at depths $z\ll W$, and the term is then dropped.

For the harmonic, $\nabla^2[h\cos(qx)]=(h''-q^2h)\cos(qx)=0$, so

$$h(z)=Ae^{-qz}+Be^{qz},\qquad A+B=\Delta .$$

The growing solution is excluded if the semiconductor is deep compared with $1/q$. To see how small the error is, suppose that the depletion edge is a plane on which the harmonic must vanish. Then

$$h(z)=\Delta\,\frac{\sinh[q(W-z)]}{\sinh(qW)}=\Delta e^{-qz}\,\frac{1-e^{-2q(W-z)}}{1-e^{-2qW}} .$$

For $qW\gg1$ and $z\ll W$ the last fraction is one up to exponentially small terms. The real edge is not a rigid plane, but the modulation that reaches it is only about $\Delta e^{-qW}$. Under these conditions

$$U(x,z)=\Phi_0-Fz+\Delta\cos(qx)\,e^{-qz}. \tag{1}$$

The contrast between low and high regions decays over the depth $1/q=L/2\pi$, about one sixth of the period. A fine pattern is therefore forgotten close to the metal.

### (b) Find the stationary points of (1) at $z>0$. For which field does a trough acquire a maximum inside the semiconductor?

**Solution.** Both first derivatives must vanish:

$$\frac{\partial U}{\partial x}=-q\Delta\sin(qx)\,e^{-qz}=0,$$

$$\frac{\partial U}{\partial z}=-F-q\Delta\cos(qx)\,e^{-qz}=0 .$$

The first condition requires $\sin(qx)=0$, hence $\cos(qx)=\pm1$. With the upper sign, both terms of the second condition are negative and cannot add to zero. A ridge therefore has no stationary point. With the lower sign, which belongs to the troughs,

$$q\Delta e^{-qz_*}=F\quad\Longrightarrow\quad z_*=\frac1q\ln\frac{q\Delta}{F}. \tag{2}$$

This depth is positive if and only if

$$q\Delta>F,\qquad\text{or equivalently}\qquad L<\frac{2\pi\Delta}{F}. \tag{3}$$

This is the pinch-off threshold. Define $r=q\Delta/F$. For $r>1$ the trough is pinched off: an electron that leaves the metal at the lowest point of the interface must first climb. For $r\le1$ the trough is open, and the band edge falls from the interface onward.

The two forces on the trough line explain the condition. The mean field pushes the electron into the semiconductor with force $F$. The neighbouring ridges raise the band edge with increasing depth and push it back with force $q\Delta e^{-qz}$. The second force is greatest at the surface, where it equals $q\Delta$. If it loses there, it loses at every depth.

The small curvature omitted from (1) does not move this threshold appreciably. With it, the slope along the trough is

$$-F\left(1-\frac zW\right)+q\Delta e^{-qz}.$$

At $z=0$ this is $q\Delta-F$, as before. If $q\Delta\le F$, the slope is at most $F(e^{-qz}-1+z/W)$. This bound is a convex function that vanishes at $z=0$ and starts downward there when $qW>1$. At $z=W$ it has the value $Fe^{-qW}$. For $qW\gg1$ it is therefore negative except at the surface and in an exponentially thin layer at the depletion edge, where the depletion picture itself no longer holds.

### (c) Find the barrier height of a pinched-off trough, its behaviour at threshold, and its limits.

**Solution.** Put $\cos(qx)=-1$ and $z=z_*$ in (1):

$$\Phi_s=\Phi_0-Fz_*-\Delta e^{-qz_*}.$$

From (2), $Fz_*=(F/q)\ln(q\Delta/F)$ and $\Delta e^{-qz_*}=F/q$. Hence

$$\boxed{\;\Phi_s=\Phi_0-\frac Fq\left[1+\ln\frac{q\Delta}{F}\right],\qquad q\Delta>F.\;} \tag{4}$$

For an open trough the highest point on the trough line is the interface itself, with energy $\Phi_0-\Delta$.

At threshold $F/q=\Delta$ and the logarithm vanishes, so (4) also gives $\Phi_0-\Delta$. The slopes agree as well. At fixed $F$ and $q$,

$$\frac{\partial\Phi_s}{\partial\Delta}=-\frac{F}{q\Delta}=-\frac1r ,$$

which tends to $-1$ as $r\to1$, the value for the open trough. The second derivative is $F/(q\Delta^2)$ on the pinched side. It equals $q/F$ at threshold and is zero on the open side. The barrier and its slope are continuous, while the curvature jumps.

The height of the saddle above the interface minimum is

$$\Phi_s-(\Phi_0-\Delta)=\Delta-\frac Fq(1+\ln r)=\frac Fq\,(r-1-\ln r), \tag{5}$$

because $\Delta=rF/q$. This is never negative, since $\ln r\le r-1$. Just above threshold, with $r=1+\delta$, the expansion $\ln r=\delta-\delta^2/2+\dots$ gives $(F/q)\delta^2/2$. Pinch-off sets in gently.

Far above threshold the amplitude enters through a logarithm. Doubling $\Delta$ at fixed $F$ and $q$ lowers the saddle by only $(F/q)\ln2$, because a deeper modulation also moves the saddle farther from the metal. For a very fine pattern, $q\to\infty$ at fixed $\Delta$ and $F$, the product $(1/q)\ln q$ tends to zero and $\Phi_s\to\Phi_0$. The electron then meets the average barrier. At any finite $r>1$ the saddle remains below $\Phi_0$ in this model.

### (d) Show that the stationary point is a saddle, and that $\Phi_s$ is the lowest energy at which a classical electron can pass from metal to bulk.

**Solution.** The second derivatives of (1) are

$$U_{xx}=-q^2\Delta\cos(qx)e^{-qz},\qquad U_{zz}=q^2\Delta\cos(qx)e^{-qz},$$

$$U_{xz}=q^2\Delta\sin(qx)e^{-qz}.$$

At the stationary point $\cos(qx)=-1$, $\sin(qx)=0$ and $q\Delta e^{-qz_*}=F$. Therefore

$$U_{xx}=+qF,\qquad U_{zz}=-qF,\qquad U_{xz}=0. \tag{6}$$

The point is a minimum across the trough and a maximum along it. The two curvatures are opposite because the potential (1) satisfies Laplace's equation.

A saddle need not be the lowest pass between two regions, so this needs its own argument. Every path from the metal to the bulk crosses the plane $z=z_*$. On that plane

$$U(x,z_*)=\Phi_0-Fz_*+\frac Fq\cos(qx)\ \ge\ \Phi_0-Fz_*-\frac Fq=\Phi_s .$$

No path can therefore have a maximum energy below $\Phi_s$. The straight path down the trough attains this bound. Its slope is

$$-F+q\Delta e^{-qz}=F\left[e^{-q(z-z_*)}-1\right],$$

which is positive for $z<z_*$ and negative for $z>z_*$, so its highest energy is $\Phi_s$.

For an open trough the plane $z=0$ plays the same part. Every path starts there with energy at least $\Phi_0-\Delta$, and the trough line descends from that value.

This definition permits a numerical test without any derivative. Energies are measured from $\Phi_0$ in units of $F/q$, and the potential (1) is tabulated on a grid. One then searches for the lowest energy at which the accessible region connects the metal with the far side. The formulas predict $-r$ for $r\le1$ and $-(1+\ln r)$ for $r>1$.

| $r$ | search | formula |
|---|---|---|
| 0.5 | −0.5000 | −0.5000 |
| 0.9 | −0.9000 | −0.9000 |
| 1.2 | −1.1823 | −1.1823 |
| 3.0 | −2.0986 | −2.0986 |
| 8.0 | −3.0794 | −3.0794 |

### (e) A forward voltage $V$ is applied. How does the saddle barrier respond, and which bias opens a pinched-off trough?

**Solution.** First relate $F$ to the voltage. Let $\psi(z)\ge0$ be the height of the mean band edge above its bulk value. Near the depletion edge the electron density is $Ne^{-\psi/kT}$, where $k$ is Boltzmann's constant and $T$ the temperature. The mean Poisson equation is then

$$\psi''=\frac{e^2N}{\varepsilon_s}\left(1-e^{-\psi/kT}\right).$$

Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$\frac{\psi'^2}{2}=\frac{e^2N}{\varepsilon_s}\left[\psi-kT\left(1-e^{-\psi/kT}\right)\right].$$

At the surface $\psi=\Phi_0-\xi-eV$, where $\xi$ is the height of the bulk band edge above the bulk Fermi level. If this is many times $kT$, the exponential can be dropped, and

$$F^2=\frac{2e^2N}{\varepsilon_s}E_d,\qquad E_d=\Phi_0-\xi-kT-eV. \tag{7}$$

With $W=\varepsilon_sF/(e^2N)$ from part (a), this is the same as $E_d=FW/2$.

Next differentiate (4) with respect to $F$. The logarithm contributes $-1/F$, so

$$\frac{\partial\Phi_s}{\partial F}=-\frac1q(1+\ln r)+\frac Fq\cdot\frac1F=-\frac{\ln r}{q}=-z_* .$$

The result is simple because a small shift of the saddle position does not change $U$ to first order. What remains is the explicit term $-Fz$, taken at $z_*$.

Differentiating (7) gives $2F\,dF=-(2e^2N/\varepsilon_s)\,d(eV)$, hence $dF/d(eV)=-1/W$. The product of the two derivatives is

$$\frac{d\Phi_s}{d(eV)}=\frac{z_*}{W}. \tag{8}$$

Forward bias weakens the field and raises the saddle. Reverse bias lowers the saddle and draws it toward the metal. For an open trough the derivative is zero in this model.

The trough opens when $F$ has grown to $q\Delta$. Since $E_d\propto F^2$ at fixed doping, this requires

$$E_d^{\rm open}=r_0^2\,E_d(0), \tag{9}$$

where $r_0$ is the value of $r$ at zero bias. The reverse voltage is $[E_d^{\rm open}-E_d(0)]/e$.

## Second half: numbers and the limits of the model

The symbols carried over are these. The interface barrier is $\Phi_0+\Delta\cos(qx)$ with period $L=2\pi/q$. The mean surface force is $F$, the depletion width is $W$, the donor density is $N$, and $r=q\Delta/F$. The band edge is $U=\Phi_0-Fz+\Delta\cos(qx)e^{-qz}$. A trough is pinched off if $r>1$. Its saddle then lies at $z_*=(\ln r)/q$ with height $\Phi_s=\Phi_0-(F/q)(1+\ln r)$ and curvatures $U_{xx}=qF=-U_{zz}$. For $r\le1$ the barrier is $\Phi_0-\Delta$. Further, $E_d=FW/2=\Phi_0-\xi-kT-eV$ and $d\Phi_s/d(eV)=z_*/W$.

### (f) Evaluate the barrier for a silicide on n-type silicon with $\Phi_0=0.65$ eV, $\Delta=0.10$ eV, $L=60$ nm, $N=10^{16}$ cm⁻³ and $T=300$ K.

**Solution.** These are rough values for a contact whose barrier varies from place to place. The relative permittivity is taken as 11.7. The thermal energy is $kT=25.85$ meV, and the bulk band edge lies $\xi=0.2055$ eV above the Fermi level. At zero bias

$$E_d=0.65-0.2055-0.02585=0.4187\ \text{eV}.$$

Equation (7) then gives $F=3.599$ meV/nm, a field of 0.0360 MV/cm, and $W=232.7$ nm. As a check, $FW/2=3.599\times232.7/2=418.7$ meV.

The wave number is $q=2\pi/60=0.1047$ nm⁻¹, so $qW=24.4$ and the condition $qW\gg1$ holds. The threshold force is $q\Delta=10.47$ meV/nm. Therefore

$$r=\frac{10.472}{3.599}=2.910,\qquad \ln r=1.068 ,$$

and the trough is pinched off. At this amplitude and field, periods up to $2\pi\Delta/F=175$ nm would be pinched off.

The natural energy scale is $F/q=34.36$ meV. The saddle has

$$z_*=\frac{1.068}{0.1047}=10.2\ \text{nm},$$

$$\Phi_0-\Phi_s=34.36\times2.068=71.1\ \text{meV},\qquad \Phi_s=0.579\ \text{eV}.$$

It lies 28.9 meV above the interface minimum of 0.550 eV, slightly more than $kT$.

A finite-difference solution of the full Poisson equation, with donor charge and a grounded depletion edge, tests the potential itself. At a depth of 10.66 nm the harmonic has fallen to 0.3277 of its surface amplitude, against $e^{-qz}=0.3273$. The lowest pass found by the connectivity search is 0.5797 eV. This is 0.8 meV above (4), and part (g) traces the difference to the mean curvature. With the period raised to 240 nm and all else fixed, the trough should be open, and the search gives 0.5500 eV.

The bias changes the field and with it the barrier. The table gives the model without the image force. Including the image force and the mean curvature lowers the barrier by about 6 meV at −1 V, 10 meV at −2 V and 22 meV at −5 V, so the last digits under reverse bias describe the model and not a real contact:

| $V$ (V) | $F$ (MV/cm) | $z_*$ (nm) | barrier (eV) |
|---|---|---|---|
| 0.2 | 0.0260 | 13.3 | 0.591 |
| 0 | 0.0360 | 10.2 | 0.579 |
| −1 | 0.0662 | 4.4 | 0.558 |
| −2 | 0.0865 | 1.8 | 0.552 |
| −5 | 0.1295 | 0 | 0.550 |

At zero bias (8) gives $10.20/232.7=0.044$ eV per volt, and a numerical derivative of the barrier with respect to voltage agrees. With the image force and the mean curvature included, the maximum lies deeper and the slope is 0.049 eV per volt. The opening bias follows from (9): $E_d^{\rm open}=2.910^2\times0.4187=3.55$ eV, so the reverse voltage is $3.55-0.42=3.13$ V.

We have found the pinch-off threshold, the height of the saddle and its response to bias, and evaluated them for a silicide contact on n-type silicon. It remains to estimate the effects of the mean curvature, the image force, discrete donors and quantum motion, and to compare the model with a real contact.

All numerical values are calculated from the stated model.
